# Box-size stabilization of a d-wave shape resonance with free motion removed

A particle with $l=2$ in a short-range potential is enclosed by a hard wall at $r=L$. Let $E(L)$ be one of its levels, $E'=dE/dL$ its slope, $k=\sqrt{2E}$ and $x=kL$. If the potential is negligible at the wall, the level fixes the scattering phase shift $\delta$ of the unconfined particle and its energy derivative $D=d\delta/dE$:

$$\tan\delta(E)=\frac{j_2(x)}{y_2(x)},\qquad D(E)=-\frac{1}{M^2(x)}\left[\frac{k}{E'}+\frac{L}{k}\right],\qquad M^2(x)=1+\frac{3}{x^2}+\frac{9}{x^4}.$$

The resonance energy $E_r$ is defined here as the energy where $D$ is largest, and the width as $\Gamma=2/D_{\max}$. For the well treated below, three different plateaus all give $E_r=0.05187$ hartree (1.411 eV) and $\Gamma=0.00407$ hartree (0.111 eV), as does a scattering calculation without a wall. Hartree atomic units are used, with unit particle mass.

## The naive scheme and its failure

The reduced radial function $u(r)$ obeys

$$-\tfrac12u''+\left[\frac{3}{r^2}+V(r)\right]u=Eu,\qquad V(r)=-V_0e^{-r^2/a^2},$$

where $3/r^2=l(l+1)/2r^2$. The round parameters are $V_0=5.75$ hartree and $a=1.5$ bohr. At $r=3.2$ bohr the bracket is $0.293-0.061=0.232$ hartree, so a particle of energy 0.05 hartree inside the well must tunnel outward through a barrier.

As the wall recedes, an ordinary box level sinks steadily. In a box that is not too large, a level near the resonance has most of its probability inside the barrier and hardly feels the wall. The second level shows this: it drops from 0.0909 to 0.0589 hartree between $L=14$ and 18 bohr, but only from 0.0527 to 0.0503 between 22 and 26.

The naive scheme takes the flattest point of such a plateau, a local minimum of $|E'|$, as the resonance energy. (The minimum must be local, because every level also flattens slowly as the box becomes very large.) For the width it argues that moving the wall by $dL$ adds a phase $k\,dL$ to the outer wave, which the phase shift must cancel: $D\,|dE|=k\,dL$. With $D=2/\Gamma$ this gives

$$\Gamma_{\rm naive}=\frac{2|E'|}{k}.$$

The three lowest levels then yield energies 0.05195, 0.05183 and 0.05182 hartree, and widths 0.00314, 0.00338 and 0.00329 hartree. The energies nearly agree. The widths differ from level to level, rising from the first to the second and then falling, and are 17 to 23% below the value found from scattering. A larger box does not cure this, so the phase argument itself needs repair.

## Counting all the phase at the wall

Outside the well, $u$ is a combination of the free solutions

$$S=xj_2=\left(\frac3{x^2}-1\right)\sin x-\frac3x\cos x,$$
$$C=-xy_2=\left(\frac3{x^2}-1\right)\cos x+\frac3x\sin x,$$

where here $x=kr$. The phase shift is defined by $u\propto S\cos\delta+C\sin\delta$. Write $S=M\sin\theta$ and $C=M\cos\theta$. In the sum of squares the cross terms cancel:

$$M^2=S^2+C^2=\left(\frac3{x^2}-1\right)^2+\frac9{x^2}=1+\frac3{x^2}+\frac9{x^4}.$$

The free equation has no first-derivative term, so $S'C-SC'$ is constant. At large $x$, $S\to-\sin x$ and $C\to-\cos x$, which gives the constant $\cos^2x+\sin^2x=1$. Differentiating $\tan\theta=S/C$ then gives

$$\frac{\theta'}{\cos^2\theta}=\frac{S'C-SC'}{C^2}=\frac1{C^2}\quad\Rightarrow\quad\theta'(x)=\frac{\cos^2\theta}{C^2}=\frac1{M^2}.$$

The outer wave is $u\propto M\sin(\theta+\delta)$. It vanishes at the wall when

$$\theta(kL)+\delta(E)=n\pi,$$

with $n$ an integer. Hence $\tan\delta=-\tan\theta=-S/C=j_2/y_2$.

Now follow one level as $L$ changes, with $n$ fixed. Since $dk/dE=1/k$,

$$\frac1{M^2}\left(k+\frac LkE'\right)+D\,E'=0.$$

Division by $E'$ gives the formula for $D$ stated at the start. No Breit–Wigner form has been assumed. Because $E'$ is negative, the same relation can be written

$$\frac{k}{|E'|}=M^2D+\frac Lk.$$

The naive scheme kept $D$ alone on the right. It missed two things. Near the wall the centrifugal term makes the free phase advance at the rate $1/M^2$ per unit $x$ instead of 1. And when the energy falls, the wavelength grows across the whole box, which contributes $L/k$.

## What the missing terms do to the width

With $D=2/\Gamma$ at the resonance,

$$\frac{\Gamma_{\rm naive}}{\Gamma}=\frac{1}{M^2+L\Gamma/2k}.$$

Both corrections make the denominator exceed 1, so the naive width is too small. The first decreases with $L$ and the second increases. For the three levels the denominators are

- level 1: $1.220+0.079=1.299$
- level 2: $1.055+0.149=1.204$
- level 3: $1.026+0.213=1.239$

This explains why the middle level came closest. In a small box the centrifugal phase dominates the error, and in a large one the free motion does.

Two limits show how far the naive reading can go wrong. For a free particle $D=0$, and then $|E'|=k^2/L$ and $\Gamma_{\rm naive}=2k/L$: the width formula returns a finite value although there is no resonance. Two signs give a warning: $|E'|$ has no local minimum, and at a given energy the width falls as $1/L$, whereas the three resonance widths above differ by only about 8%. For a real resonance in a very large box, $L/k$ overtakes $2/\Gamma$ and the plateau gradually fades into the ordinary fall of the level. Here the two terms are equal near $L=2k/\Gamma\approx160$ bohr, where the slope at the plateau is still only half that of a free level at the same energy. The corrected formula still holds in such boxes, but when $L$ is much larger than this, $D$ becomes a small difference of large terms, and errors in $E'$ are magnified.

## What they do to the energy

The naive energies are much better than the naive widths, and the reason can be derived. Let $G=1/|E'|=M^2D/k+L/k^2$. The flattest point is where $G$ is stationary along the level. There $dL/dE=-G$, so

$$\frac{dx}{dE}=\frac Lk+k\frac{dL}{dE}=\frac Lk-kG=-M^2D.$$

Differentiating $G$, with $dk^{-1}/dE=-k^{-3}$ and $dk^{-2}/dE=-2k^{-4}$, gives

$$0=\frac{M^2}{k}\frac{dD}{dE}-\frac{M^2D^2}{k}\frac{dM^2}{dx}-\frac{M^2D}{k^3}-\frac{G}{k^2}-\frac{2L}{k^4}.$$

Insert $G/k^2=M^2D/k^3+L/k^4$ and multiply by $k/M^2$:

$$\frac{dD}{dE}=D^2\frac{dM^2}{dx}+\frac{2D}{k^2}+\frac{3L}{k^3M^2}.$$

Close to its maximum, approximate $D$ by a Lorentzian. With $y=E-E_r$,

$$D\simeq\frac2\Gamma\left(1-\frac{4y^2}{\Gamma^2}\right),\qquad\frac{dD}{dE}\simeq-\frac{16y}{\Gamma^3}.$$

On the right-hand side put $D=2/\Gamma$, $k^2=2E_r$ and $dM^2/dx=-6/x^3-36/x^5$. To leading order the flattest point is displaced by

$$y\simeq\frac\Gamma4\left(\frac6{x^3}+\frac{36}{x^5}\right)-\frac{\Gamma^2}{8E_r}-\frac{3L\Gamma^3}{16k^3M^2}.$$

For level 1, in units of $10^{-5}$ hartree, this is $12.9-4.0-0.4=8.5$. The computed displacement is $0.051950-0.051866=8.4\times10^{-5}$ hartree. Levels 2 and 3 give $-3.3$ and $-4.7$ in the same units, both from the estimate and from the computation. The centrifugal term pushes the flat point up in a small box, and the other two pull it down. All three displacements are at most about 2% of $\Gamma$, so for this resonance the flattest point is a good energy estimate but a poor source of the width.

## Levels and slopes without differencing

The corrected scheme needs an accurate $E'$. It can be had from a single diagonalization. Let $u(r;L)$ be normalized on $0<r<L$, let $h$ be the radial Hamiltonian, and let $u_L=\partial u/\partial L$ at fixed $r$. Differentiating $hu=Eu$ gives $(h-E)u_L=E'u$. Multiply by $u$, integrate, and move the kinetic operator by parts:

$$E'=\int_0^Lu(h-E)u_L\,dr=-\tfrac12\left[u\,u_L'-u'u_L\right]_0^L=\tfrac12u'(L)\,u_L(L).$$

The lower limit vanishes because $u\sim r^3$, and $u(L)=0$ removes one term at the wall. The condition $u(L;L)=0$ holds for every $L$, so its total derivative vanishes: $u'(L)+u_L(L)=0$. Therefore

$$E'=-\tfrac12u'(L)^2.$$

This is the force of the particle on the wall, with a minus sign.

The function is expanded in sines,

$$u(r)=\sum_{m=1}^{N-1}c_m\sqrt{\frac2L}\sin\frac{m\pi r}L.$$

These vanish at both ends and are odd about the origin, as is the regular solution $r^3(1+\dots)$ in powers of $r^2$. On the grid $r_j=jL/N$ the transform $Q_{jm}=\sqrt{2/N}\,\sin(\pi jm/N)$ is orthogonal and symmetric, and the Hamiltonian matrix is

$$H_{ij}=\frac1{L^2}\sum_mQ_{im}\frac{(m\pi)^2}{2}Q_{mj}+\delta_{ij}\left[\frac3{r_i^2}+V(r_i)\right].$$

The kinetic sum does not depend on $L$ and is built once. An eigenvector $v$ of unit length gives $c=Qv$. Since $\cos m\pi=(-1)^m$,

$$u'(L)=\sum_mc_m\sqrt{\frac2L}\,\frac{m\pi}L(-1)^m.$$

The scheme is then as follows.

1. For $L$ from 8 to 48 bohr in steps of 0.5, diagonalize $H$ with $N=240$ and keep the three lowest levels.
2. Compute $E'$ from the wall derivative and $D$ from the corrected formula.
3. On each level, find the grid point with the largest $D$.
4. Refine $L$ between the neighbouring grid points by maximizing $D$, diagonalizing anew at each trial.
5. Read off $E_r=E(L)$ and $\Gamma=2/D$. Agreement between levels is a check on the result.

At $L=8$ bohr the potential is $-2.5\times10^{-12}$ hartree, so the assumption of free motion at the wall is safe. Raising $N$ to 360 at $L=40$ bohr changes the levels by at most $1.6\times10^{-12}$ hartree.

## The numbers

One plateau can be followed by hand. At the flattest point of level 2, $L=23.495$ bohr, $E=0.051833$ hartree and $2|E'|/k=0.003383$ hartree. Hence

$$k=\sqrt{0.103666}=0.32197,\quad x=7.565,\quad M^2=1.0552,$$
$$\frac k{|E'|}=\frac2{0.003383}=591.2,\qquad\frac Lk=73.0,$$
$$D=\frac{591.2-73.0}{1.0552}=491.1,\qquad\frac2D=0.00407\ \text{hartree}.$$

The correction turns a 17% error into a negligible one, even before the maximum of $D$ has been sought. Seeking it puts the plateaus at $L=12.64$, 23.44 and 33.56 bohr, with the same $E_r$ to $3\times10^{-9}$ hartree. The intervals, 10.80 and 10.13 bohr, approach the half wavelength $\pi/k=9.75$ bohr from above: successive plateaus need an extra $\pi$ in $\theta$, which grows more slowly than $kL$.

The scattering check has no wall. The radial equation is integrated outward from $u\sim r^3$ and matched to $S$ and $C$ at 12 bohr, and $\delta(E)$ is differentiated with a five-point formula of step $h=10^{-4}$ hartree. Its maximum slope is 491.18 rad/hartree, so again $\Gamma=0.00407$ hartree. At nine points, three on each level and up to 3 bohr from the plateau centres, the box and scattering phases differ by no more than $2.2\times10^{-10}$ in the sine of their difference.

The slopes at these points differ by at most $4.7\times10^{-6}$ of the peak slope. That is the size expected from the five-point formula: its leading error is $h^4|d^5\delta/dE^5|/30$. For a Lorentzian $D$ this is $384h^4/30\Gamma^4=4.7\times10^{-6}$ of the peak at the centre.

## What the width means

A Breit–Wigner phase with constant background $\delta_b$ is

$$\delta=\delta_b+\arctan\frac{\Gamma/2}{E_r-E},\qquad D=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4},$$

on the continuous branch of the arctangent. The peak of $D$ is $2/\Gamma$, and $\delta$ rises by $\pi/2=1.571$ between $E_r-\Gamma/2$ and $E_r+\Gamma/2$. The computed phase rises from 0.695 to 2.264, that is by 1.569, so the width has its usual meaning here.

At $E_r$ itself the phase is 1.480, which is 0.091 short of $\pi/2$. The partial cross-section factor $\sin^2\delta$ therefore peaks slightly higher, by about $0.091/491=1.9\times10^{-4}$ hartree, or 5 meV. A fit to a cross-section peak and a fit to the phase slope need not return the same energy.

A third definition uses the complex pole $E_p-i\Gamma_p/2$. Replacing $r$ by $re^{i\varphi}$ makes the outgoing resonance wave decay once $\varphi$ exceeds $\tfrac12\arctan(\Gamma_p/2E_p)\approx0.02$. For this Gaussian well $\varphi$ must also stay below $\pi/4$, because $|V(re^{i\varphi})|=V_0e^{-r^2\cos2\varphi/a^2}$ grows with $r$ beyond that angle. The resonance then appears as an eigenvalue of

$$e^{-2i\varphi}\left(-\frac12\frac{d^2}{dr^2}+\frac3{r^2}\right)+V(re^{i\varphi}).$$

The result is $E_p=0.05187$ and $\Gamma_p=0.00406$ hartree, and changing $\varphi$ from 0.5 to 0.6 moves it by only $4\times10^{-12}$ hartree. The width is 0.2% below the phase-slope value, a difference of definition. Such differences grow when $\Gamma$ varies appreciably across the resonance. Near threshold a d-wave width follows $\Gamma\propto k^5\propto E^{5/2}$. Used as a rough guide at $E_r$, this law gives a relative change over one width of about $2.5\,\Gamma/E_r=0.20$. For a broad resonance close to threshold, the definition must be quoted with the number.

## Long-range forces and real molecules

The step most easily broken is the use of free waves at the wall. A neutral molecule attracts an electron through a polarization tail $-\alpha/2r^4$. A permanent dipole or quadrupole adds anisotropic potentials that fall off more slowly, as $1/r^2$ and $1/r^3$; they are left out here and can exceed the polarization tail at the wall. For $\alpha=10$ bohr³ the tail at the first plateau, $L=12.64$ bohr, is still $2\times10^{-4}$ hartree, or 5% of $\Gamma$. This compares energies and is not an error estimate for $E_r$. For the polarization tail the remedy is a larger box, or replacing $S$ and $C$ by solutions that include the tail.

The tail also moves the resonance. Added to the scattering problem with the switching factor $1-e^{-(r/r_c)^6}$, a switch at $r_c=4$ bohr, and $V_0$, $a$ held fixed, it lowers $E_r$ by 0.0057 hartree (0.16 eV), which is 1.4 times $\Gamma$, and reduces the width to 0.00365 hartree. These numbers depend strongly on where the tail is switched on: the energy shift is about 0.011 hartree for a switch at 3.5 bohr and 0.0019 hartree for one at 5 bohr, where the width rises slightly, to 0.00417 hartree, instead of falling. They show that the tail matters, not how far a given molecule's resonance would move.

In processing plasmas, electrons of a few eV excite molecular vibrations through such resonances. The best-known one in N₂, with a leading d wave, lies at roughly 2 eV and is a few tenths of an eV wide. The model resonance is lower and narrower. Its well, 156 eV deep, is a device for placing a resonance and not a molecular potential. Real molecules also break the assumption of a fixed, spherical target. The model lifetime $1/\Gamma$ is 5.9 fs, or 0.29 of the 20.7 fs period of a chosen 0.2 eV vibration, so the nuclei can move appreciably before the electron leaves. The vibrational quantum also exceeds the 0.11 eV width, so a fixed-target line shape should not be used as a vibrationally resolved cross section. Anisotropy, exchange and inelastic channels are absent too, and their effect has not been estimated here. The main computed values for the model are listed in the numerical output.

## Calculated quantities

```
Well depth V0 = 5.75 hartree, range a = 1.50 bohr
Potential at smallest box wall = -2.5e-12 hartree
Basis change of levels at L=40 bohr = 1.6e-12 hartree
Box L (bohr): levels 1, 2, 3 (hartree)
  10: 0.053353 0.182276 0.459037
  14: 0.051142 0.090879 0.225193
  18: 0.046246 0.058905 0.133786
  22: 0.033788 0.052688 0.089152
  26: 0.024454 0.050274 0.064873
  30: 0.018418 0.044142 0.054385
  34: 0.014354 0.035375 0.051633
  38: 0.011496 0.028506 0.048588
Flattest points: level, L (bohr), E, 2|E'|/k (hartree)
  1: 12.473 0.051950 0.003140
  2: 23.495 0.051833 0.003383
  3: 33.650 0.051819 0.003288
Corrected plateaus: level, L (bohr), E_r, Gamma (hartree)
  1: 12.640 0.051866 0.004072
  2: 23.435 0.051866 0.004072
  3: 33.561 0.051866 0.004072
Spread of corrected E_r = 3.0e-09 hartree
Spread of corrected Gamma = 3.7e-11 hartree
Box mean E_r = 0.051866, Gamma = 0.004072 hartree
Scattering E_r = 0.051866, Gamma = 0.004072 hartree
Largest phase slope = 491.181 rad/hartree
Phase at E_r-Gamma/2 = 0.6953 rad
Phase at E_r = 1.4796 rad
Phase at E_r+Gamma/2 = 2.2639 rad
Largest box phase error (sine) = 2.2e-10
Largest slope error / peak slope = 4.7e-06
Pole energy = 0.051866, width = 0.004063 hartree
Pole change with angle = 4.0e-12 hartree
Scale (2.5 Gamma/E_r)^2 = 0.0385
E_r = 1.4113 eV, Gamma = 0.1108 eV
Lifetime 1/Gamma = 5.941 fs
Tail polarizability = 10.0 bohr^3, switch at 4.0 bohr
Tail shift of E_r = -0.005710 hartree
Gamma with tail = 0.003652 hartree
Chosen vibrational quantum = 0.20 eV
Vibrational period = 20.68 fs
Lifetime / vibrational period = 0.287
```
